# Half-spaced triplet resonance lines of two exchange-coupled phosphorus donors: verification in Python

```python
"""Two exchange-coupled phosphorus donors: triplet magnetic resonance.

Result under test: for A << |J|, A << w and A << ||J| - w| the triplet lines
lie at w + A/2, w, w - A/2 with weights 1:2:1, so their spacing is half the
splitting A of an isolated donor.
H = w (S1z+S2z) + J S1.S2 + A (S1.I1 + S2.I2), all energies divided by h, MHz.
w: electron Zeeman frequency; J: triplet minus singlet energy; A: hyperfine
coupling; S1, S2: electron spins 1/2; I1, I2: nuclear spins 1/2.
K, M: total nuclear spin and its projection; q = A^2/4.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad

# ---------- inputs (round model parameters) ----------
g_factor = 2.0
field_T = 0.35
A = 120.0            # MHz
J = 60000.0          # MHz
distance_nm = 10.0
radius_nm = 2.0
temperature_K = 4.0
nuclear_zeeman = 6.0  # MHz
mu_B = const.physical_constants["Bohr magneton"][0]
MHz_per_T = g_factor * mu_B / const.h / 1e6
w = MHz_per_T * field_T
kT = const.k * temperature_K / const.h / 1e6

# ---------- spin operators, order: electron 1, electron 2, nucleus 1, nucleus 2
half = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]


def embed(op, site, count):
    out = np.eye(1)
    for n in range(count):
        out = np.kron(out, op if n == site else np.eye(2))
    return out


S1, S2, I1, I2 = [[embed(op, site, 4) for op in half] for site in range(4)]


def dot(u, v):
    return sum(a @ b for a, b in zip(u, v))


def hamiltonian(exchange, A1, A2, nuc=0.0, dip=0.0):
    h = w * (S1[2] + S2[2]) + exchange * dot(S1, S2)
    h = h + A1 * dot(S1, I1) + A2 * dot(S2, I2) - nuc * (I1[2] + I2[2])
    # electron dipole coupling with the pair axis along the field
    return h + dip * (dot(S1, S2) - 3 * S1[2] @ S2[2])


up, down = np.eye(2)
pair = {(1, 1): np.kron(up, up),
        (1, 0): (np.kron(up, down) + np.kron(down, up)) / np.sqrt(2),
        (1, -1): np.kron(down, down),
        (0, 0): (np.kron(up, down) - np.kron(down, up)) / np.sqrt(2)}


def triplet_lines(h):
    """Eight transition frequencies, labelled (K, M, lower electron level)."""
    energies, vectors = np.linalg.eigh(h)

    def level(m, nuclear):
        state = np.kron(pair[(1, m)], pair[nuclear])
        weight = abs(vectors.conj().T @ state) ** 2
        assert weight.max() > 0.9
        return energies[weight.argmax()]

    lines = {}
    for nuclear in pair:
        for m in (0, -1):
            lines[nuclear + (m,)] = level(m + 1, nuclear) - level(m, nuclear)
    return lines


def second_order(exchange, a):
    q = a * a / 4
    return {(1, 1, 0): w + a / 2 + q / w,
            (1, 1, -1): w + a / 2 - q / (exchange - w),
            (1, 0, 0): w + q / w - q / exchange,
            (1, 0, -1): w + q / w + q / exchange,
            (1, -1, 0): w - a / 2 + q / (exchange + w),
            (1, -1, -1): w - a / 2 + q / w,
            (0, 0, 0): w + q / (exchange + w) - q / exchange,
            (0, 0, -1): w + q / exchange - q / (exchange - w)}


def spectrum(h, thermal=False):
    """Frequencies and strengths of all transitions within 200 MHz of w."""
    e, v = np.linalg.eigh(h)
    strength = abs(v.conj().T @ (S1[0] + S2[0]) @ v) ** 2
    if thermal:
        p = np.exp(-(e - e[0]) / kT)
        p /= p.sum()
        strength = strength * (p[None, :] - p[:, None])
    freq = e[:, None] - e[None, :]
    keep = abs(freq - w) < 200
    return freq[keep], strength[keep]


def line_weights(h):
    """Fractions of strength within 5 MHz of the lower, central, upper line."""
    f, s = spectrum(h)
    return np.array([s[abs(f - w - x) < 5].sum()
                     for x in (-A / 2, 0, A / 2)]) / s.sum()


# ---------- isolated donor, from its own 4x4 matrix ----------
s1 = [embed(op, 0, 2) for op in half]
n1 = [embed(op, 1, 2) for op in half]
e1, v1 = np.linalg.eigh(w * s1[2] + A * dot(s1, n1))
x1 = abs(v1.conj().T @ s1[0] @ v1) ** 2
single = sorted(e1[i] - e1[j] for i in range(4) for j in range(i)
                if x1[i, j] > 0.1)
assert len(single) == 2
root = np.sqrt(w * w + A * A)
assert np.allclose(single, [(w + root - A) / 2, (w + root + A) / 2],
                   rtol=0, atol=1e-7)
single_split = single[1] - single[0]

# ---------- projection on the triplet halves each electron spin ----------
P = dot(S1, S2) + 0.75 * np.eye(16)
assert np.allclose(P @ P, P)
S = [a + b for a, b in zip(S1, S2)]
K = [a + b for a, b in zip(I1, I2)]
for a, b, total in zip(S1, S2, S):
    assert np.allclose(P @ a @ P, P @ total @ P / 2)
    assert np.allclose(P @ b @ P, P @ total @ P / 2)
assert np.allclose(P @ (dot(S1, I1) + dot(S2, I2)) @ P,
                   P @ dot(S, K) @ P / 2)

# ---------- all eight lines against second-order theory ----------


def worst_error(exchange, a):
    exact = triplet_lines(hamiltonian(exchange, a, a))
    theory = second_order(exchange, a)
    return max(abs(exact[k] - theory[k]) for k in exact)


error = worst_error(J, A)
assert error < 0.02                           # third order: A^3/w^2
assert 6 < error / worst_error(J, A / 2) < 10  # cubic remainder
assert worst_error(-J, A) < 0.02              # ferromagnetic sign
assert worst_error(10 * A, A) < 0.05

lines = triplet_lines(hamiltonian(J, A, A))
centre = {M: np.mean([f for k, f in lines.items() if k[1] == M])
          for M in (-1, 0, 1)}
spacing_up = centre[1] - centre[0]
spacing_down = centre[0] - centre[-1]
assert abs(spacing_up - single_split / 2) < 0.5   # second-order shifts
assert abs(spacing_down - single_split / 2) < 0.5
weights = line_weights(hamiltonian(J, A, A))
assert np.allclose(weights, [0.25, 0.5, 0.25], atol=0.002)

# ---------- controls where the three-line pattern must fail ----------
weights_zero = line_weights(hamiltonian(0.0, A, A))
assert weights_zero[1] < 0.002
weights_cross = line_weights(hamiltonian(w, A, A))
assert np.allclose(weights_cross, [5 / 16, 3 / 8, 3 / 16], atol=0.01)
weak = triplet_lines(hamiltonian(10 * A, A, A))
weak_split = weak[(1, 0, -1)] - weak[(1, 0, 0)]

A1, A2 = 1.05 * A, 0.95 * A
f, s = spectrum(hamiltonian(J, A1, A2))
high = (f > w) & (f < w + 30)
low = (f < w) & (f > w - 30)
unequal_split = np.average(f[high], weights=s[high]) \
    - np.average(f[low], weights=s[low])
assert abs(unequal_split - (A1 - A2) / 2) < 0.5

# ---------- thermal strength relative to an uncoupled pair ----------
signal = spectrum(hamiltonian(J, A, A), True)[1].sum()
signal_free = spectrum(hamiltonian(0.0, A, A), True)[1].sum()
thermal_ratio = signal / signal_free
c = 2 * np.cosh(w / kT)
assert abs(thermal_ratio - (2 + c) / (1 + c + np.exp(J / kT))) < 0.005

# ---------- neglected effects ----------
shifted = triplet_lines(hamiltonian(J, A, A, nuc=nuclear_zeeman))
nuclear_shift = max(abs(shifted[k] - lines[k]) for k in lines)
assert nuclear_shift < 0.01

dipole = const.mu_0 * (g_factor * mu_B) ** 2 / (
    4 * np.pi * const.h * (distance_nm * 1e-9) ** 3) / 1e6
shifted = triplet_lines(hamiltonian(J, A, A, dip=dipole))
for k in lines:
    sign = -1 if k[2] == 0 else 1
    assert abs(shifted[k] - lines[k] - sign * 1.5 * dipole) < 1e-3
dipole_shift = max(abs(shifted[k] - lines[k]) for k in lines)

# overlap of two hydrogenic envelopes; lengths in units of the radius
rho = distance_nm / radius_nm
overlap = np.exp(-rho) * (1 + rho + rho ** 2 / 3)
integral = dblquad(
    lambda u, r: 2 * r * r * np.exp(
        -r - np.sqrt(max(r * r + rho * rho - 2 * r * rho * u, 0.0))),
    0, 40, -1, 1, epsabs=1e-8, epsrel=1e-7)[0]
assert abs(integral - overlap) < 1e-6
tail = np.exp(-rho)   # far orbital at this nucleus, relative to the near one
density = (1 + tail ** 2 - 2 * overlap * tail) / (1 - overlap ** 2)
# same density from symmetrically orthogonalized orbitals
val, vec = np.linalg.eigh(np.array([[1, overlap], [overlap, 1]]))
ortho = vec @ np.diag(val ** -0.5) @ vec.T @ np.array([1, tail])
assert abs(ortho @ ortho - density) < 1e-12

# ---------- output ----------


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("g factor", g_factor, "", 1)
show("magnetic field", field_T, "T", 2)
show("hyperfine coupling A", A, "MHz", 1)
show("exchange J", J / 1000, "GHz", 1)
show("ratio J/A", J / A, "", 0)
show("electron Zeeman frequency w", w, "MHz", 2)
show("single donor, lower line minus w", single[0] - w, "MHz")
show("single donor, upper line minus w", single[1] - w, "MHz")
show("single-donor splitting", single_split, "MHz")
show("single-donor splitting as field", 1000 * single_split / MHz_per_T, "mT")
print("pair lines minus w, from diagonalization:")
for (k_tot, m_nuc, m_el), freq in lines.items():
    name = "T+ from T0" if m_el == 0 else "T0 from T-"
    show(f"  K={k_tot} M={m_nuc:+d} {name}", freq - w, "MHz")
show("largest error of second-order formulas", error, "MHz", 4)
show("mean spacing, centre to upper", spacing_up, "MHz")
show("mean spacing, lower to centre", spacing_down, "MHz")
show("first-order spacing A/2", A / 2, "MHz", 1)
show("first-order spacing as field", 1000 * A / 2 / MHz_per_T, "mT")
for title, values in (("J = 60 GHz", weights), ("J = 0", weights_zero),
                      ("J = w", weights_cross)):
    print(f"weights lower, centre, upper at {title}: "
          + ", ".join(f"{abs(x):.4f}" for x in values))
show("stray weight at J = w", 1 - weights_cross.sum(), "", 4)
show("K=1 M=0 doublet splitting at J = 10 A", weak_split, "MHz")
show("unequal couplings: A1", A1, "MHz", 1)
show("unequal couplings: A2", A2, "MHz", 1)
show("central splitting for A1, A2", unequal_split, "MHz")
show("temperature", temperature_K, "K", 1)
show("kT/h", kT / 1000, "GHz", 2)
show("signal relative to uncoupled pair", thermal_ratio)
show("nuclear Zeeman frequency", nuclear_zeeman, "MHz", 1)
show("largest line shift by nuclear Zeeman", nuclear_shift, "MHz", 5)
show("donor separation", distance_nm, "nm", 1)
show("envelope radius", radius_nm, "nm", 1)
show("electron dipole coupling d", dipole, "MHz", 4)
show("largest dipolar line shift", dipole_shift, "MHz", 4)
show("orbital overlap", overlap, "", 4)
show("density factor at a nucleus", density, "", 5)
show("spacing A/2 corrected for overlap", A / 2 * density, "MHz", 2)
print("all good")
```

Running it gives:

```
g factor: 2.0
magnetic field: 0.35 T
hyperfine coupling A: 120.0 MHz
exchange J: 60.0 GHz
ratio J/A: 500
electron Zeeman frequency w: 9797.37 MHz
single donor, lower line minus w: -59.633 MHz
single donor, upper line minus w: 60.367 MHz
single-donor splitting: 120.000 MHz
single-donor splitting as field: 4.287 mT
pair lines minus w, from diagonalization:
  K=1 M=+1 T+ from T0: 60.367 MHz
  K=1 M=+1 T0 from T-: 59.925 MHz
  K=1 M=+0 T+ from T0: 0.312 MHz
  K=1 M=+0 T0 from T-: 0.423 MHz
  K=1 M=-1 T+ from T0: -59.947 MHz
  K=1 M=-1 T0 from T-: -59.633 MHz
  K=0 M=+0 T+ from T0: -0.008 MHz
  K=0 M=+0 T0 from T-: -0.012 MHz
largest error of second-order formulas: 0.0045 MHz
mean spacing, centre to upper: 59.968 MHz
mean spacing, lower to centre: 59.968 MHz
first-order spacing A/2: 60.0 MHz
first-order spacing as field: 2.143 mT
weights lower, centre, upper at J = 60 GHz: 0.2500, 0.5000, 0.2500
weights lower, centre, upper at J = 0: 0.5000, 0.0000, 0.5000
weights lower, centre, upper at J = w: 0.3125, 0.3750, 0.1875
stray weight at J = w: 0.1250
K=1 M=0 doublet splitting at J = 10 A: 5.977 MHz
unequal couplings: A1: 126.0 MHz
unequal couplings: A2: 114.0 MHz
central splitting for A1, A2: 6.006 MHz
temperature: 4.0 K
kT/h: 83.35 GHz
signal relative to uncoupled pair: 0.792
nuclear Zeeman frequency: 6.0 MHz
largest line shift by nuclear Zeeman: 0.00023 MHz
donor separation: 10.0 nm
envelope radius: 2.0 nm
electron dipole coupling d: 0.0519 MHz
largest dipolar line shift: 0.0779 MHz
orbital overlap: 0.0966
density factor at a nucleus: 1.00815
spacing A/2 corrected for overlap: 60.49 MHz
all good
```
